# The Lommel integral for Fourier transforms of Bessel pseudo-orbitals

**Q:** A pseudo-orbital is built inside a core radius $R$ as a sum of spherical Bessel functions, $\phi(r)=\sum_i\alpha_i j_l(q_ir)$. Its Fourier transform is a radial integral that any quadrature can do. Why look for a formula?

**A:** Because optimizing the orbital needs that transform at many wave numbers $q$, separately for each $q_i$. Take $\psi(\mathbf r)=\phi(r)Y_{lm}(\hat r)$ and the convention $\tilde\psi(\mathbf q)=(2\pi)^{-3/2}\int e^{-i\mathbf q\cdot\mathbf r}\psi\,d^3r$. The plane wave expands as

$$e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}(-i)^l j_l(qr)\,Y_{lm}(\hat q)Y_{lm}^*(\hat r).$$

The angular integral selects one term, and $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$, so

$$\tilde\psi(\mathbf q)=(-i)^l\sqrt{\tfrac2\pi}\,Y_{lm}(\hat q)\,T(q),\qquad T(q)=\int_0^\infty j_l(qr)\phi(r)r^2dr.$$

The part of $T$ from $r<R$ is $B(q)=\sum_i\alpha_iI_l(q_i,q)$, with

$$I_l(k,q)=\int_0^R j_l(kr)j_l(qr)\,r^2dr .$$

I take $l=0,1,2,\dots$, $k>0$ and $q\ge0$.

**Q:** A product of two oscillating functions rarely has an elementary integral. What makes this one different?

**A:** Both functions solve the same radial equation with different energies. Let a prime on $j_l$ mean the derivative with respect to its argument, and a dot mean $d/dr$. Bessel's equation is

$$j_l''+\frac2x j_l'+\Big(1-\frac{l(l+1)}{x^2}\Big)j_l=0 .$$

Put $u_k(r)=r\,j_l(kr)$. Then $\dot u_k=j_l+kr\,j_l'$ and $\ddot u_k=2kj_l'+k^2r\,j_l''$. With $x=kr$, Bessel's equation gives $k^2rj_l''=-2kj_l'-k^2rj_l+l(l+1)j_l/r$. The terms in $j_l'$ cancel, leaving

$$\ddot u_k=\Big[\frac{l(l+1)}{r^2}-k^2\Big]u_k .$$

Now differentiate a Wronskian. The products $\dot u_k\dot u_q$ cancel, and so do the centrifugal terms:

$$\frac{d}{dr}\big(u_k\dot u_q-u_q\dot u_k\big)=u_k\ddot u_q-u_q\ddot u_k=(k^2-q^2)\,u_ku_q .$$

Since $u_ku_q=r^2j_l(kr)j_l(qr)$, the integrand is a total derivative divided by $k^2-q^2$.

**Q:** Then you have boundary terms at both ends. Does the origin contribute?

**A:** No. Near $r=0$, $u\propto r^{l+1}$ and $\dot u\propto r^l$, so each product vanishes at least as fast as $r^{2l+1}$. This uses the regular solution. With Neumann functions the argument fails in general: for $l=0$ one Neumann and one Bessel function leave a finite term at the origin, and for $l=1$ two Neumann functions leave a divergent one. At $R$,

$$u_k\dot u_q-u_q\dot u_k=R\,j_l(kR)\big[j_l(qR)+qRj_l'(qR)\big]-R\,j_l(qR)\big[j_l(kR)+kRj_l'(kR)\big].$$

The terms without derivatives cancel. For $q\ne k$,

$$I_l(k,q)=\frac{R^2\big[q\,j_l(kR)j_l'(qR)-k\,j_l(qR)j_l'(kR)\big]}{k^2-q^2}.\tag{1}$$

If derivatives are inconvenient, insert $j_l'(x)=(l/x)j_l(x)-j_{l+1}(x)$. The two terms in $l$ are both $(l/R)j_l(kR)j_l(qR)$ and cancel, so the bracket becomes $k\,j_{l+1}(kR)j_l(qR)-q\,j_l(kR)j_{l+1}(qR)$.

**Q:** Formula (1) is $0/0$ at $q=k$, and a plane-wave grid can land there.

**A:** The integral itself is continuous in $q$, so its value at $q=k$ is the limit of (1). Call the bracket $F(q)$ and write $x=kR$. Differentiating with respect to $q$ and then setting $q=k$ gives

$$F'(k)=j_lj_l'+x\,j_lj_l''-x\,j_l'^2,$$

with all functions at $x$. Bessel's equation supplies $xj_l''=-2j_l'-[x-l(l+1)/x]j_l$, hence

$$F'(k)=-j_lj_l'-x\,j_l'^2-\Big[x-\frac{l(l+1)}x\Big]j_l^2 .$$

The denominator has derivative $-2k=-2x/R$. The ratio, times $R^2$, is

$$N_l(k)=\frac{R^3}{2}\Big[j_l'^2+\frac{j_lj_l'}{x}+\Big(1-\frac{l(l+1)}{x^2}\Big)j_l^2\Big].\tag{2}$$

**Q:** Does that have sensible limits?

**A:** For $l=0$ and $x\to0$, $j_0\to1$ and $j_0'\to-x/3$. The bracket tends to $0-\frac13+1=\frac23$, so $N_0\to R^3/3$, the integral of $r^2$. For large $x$, $j_l\approx\sin(x-l\pi/2)/x$ and $j_l'\approx\cos(x-l\pi/2)/x$. The squares add up to $1/x^2$ and $N_l\to R/(2k^2)$, which is the mean value $\frac12$ of $\sin^2$ times $R/k^2$.

**Q:** A computer seldom meets $q=k$ itself. It meets $q$ slightly different from $k$, where (1) subtracts nearly equal numbers.

**A:** The rounding error of the bracket is then divided by a small number, so the error of (1) grows as $1/|q-k|$. The cure uses a symmetry. $I_l(k,q)$ is unchanged when its arguments are exchanged, so $I_l(\bar k-\delta,\bar k+\delta)$ is even in $\delta$. It has no linear term, and

$$I_l(k,q)=N_l\Big(\frac{k+q}2\Big)+O\big((q-k)^2\big).$$

In double precision the two errors balance roughly where $(|q-k|R)^3\sim10^{-16}$. I therefore switch to the mean wave number when $|q-k|R<10^{-5}$.

**Q:** So far the $q_i$ are arbitrary. How are they chosen for a pseudo-orbital?

**A:** Each Bessel function is given the logarithmic derivative of the all-electron orbital at $R$:

$$\frac{q_i\,j_l'(q_iR)}{j_l(q_iR)}=D,\qquad D=\frac{\dot\phi(R)}{\phi(R)},\qquad \phi(R)\neq0.$$

Write $j_i=j_l(q_iR)$ and replace $q_ij_l'(q_iR)$ by $Dj_i$ in (1):

$$I_l(q_i,q)=\frac{R^2j_i\,\big[q\,j_l'(qR)-D\,j_l(qR)\big]}{q_i^2-q^2}.\tag{3}$$

The bracket no longer depends on $i$. It vanishes when $q$ is another member $q_j$ of the set, so the functions are orthogonal over the core sphere. With $x_i=q_iR$, the condition reads $j_l'(x_i)=DR\,j_i/x_i$, and (2) becomes

$$N_i=\frac{R^3j_i^2}{2}\Big[1+\frac{DR(DR+1)-l(l+1)}{x_i^2}\Big].\tag{4}$$

**Q:** I would like to see this with a real orbital.

**A:** Take the exact hydrogen 2p orbital in atomic units, $\phi(r)=A\,r\,e^{-r/2}$ with $A=1/(2\sqrt6)$, $V=-1/r$ and $E=-\frac18$ hartree. Choose $R=3$ bohr. Then $\phi(R)=0.136639$ bohr$^{-3/2}$, $D=\frac13-\frac12=-0.166667$ bohr$^{-1}$ and $DR=-0.5$. A bracketing root finder applied to $x\,j_1'(x)=-0.5\,j_1(x)$ gives the three lowest roots:

| $i$ | $x_i$ | $q_i$ (bohr$^{-1}$) | $j_i$ |
|---|---|---|---|
| 1 | 2.460536 | 0.820179 | 0.419743 |
| 2 | 6.029292 | 2.009764 | −0.167449 |
| 3 | 9.261402 | 3.087134 | 0.108433 |

For $q=1.5$ bohr$^{-1}$, $qR=4.5$, $j_1(4.5)=-0.001430$ and $j_1'(4.5)=-0.216594$. The bracket in (3) is $1.5(-0.216594)+0.166667(-0.001430)=-0.325129$ bohr$^{-1}$, so

$$I_1(q_1,q)=\frac{9(0.419743)(-0.325129)}{0.672694-2.25}=0.7787\ \text{bohr}^3 .$$

At coincidence, (4) gives

$$N_1=13.5\,(0.419743)^2\Big[1-\frac{2.25}{6.05424}\Big]=1.4945\ \text{bohr}^3 .$$

Close to coincidence, I compared both evaluations with a 100-point Gauss–Legendre quadrature, for $q-q_1$ between $10^{-9}$ and $2\times10^{-8}$ bohr$^{-1}$. The largest error of quotient (1) was of order $10^{-7}$ bohr$^3$ (the exact figure depends on rounding details); the mean-wave-number rule differed from the quadrature by about $2\times10^{-15}$ bohr$^3$, which is rounding level. At the switch itself, $|q-q_1|R\approx10^{-5}$, both evaluations err by an amount of order $10^{-11}$ bohr$^3$.

**Q:** You have three functions and three unknown coefficients. What fixes them?

**A:** The slope is right as soon as the value is, because $D$ is common. Three conditions remain: value, second derivative and core norm. For the second derivative, let $u=r\phi$. Outside, $\ddot u=[l(l+1)/r^2-\kappa^2]u$ with $\kappa^2(r)=2(E-V)$. Inside, each term obeys the same equation with $q_i^2$ in place of $\kappa^2$. Equating the two sides at $R$, and using orthogonality for the norm, gives

$$\sum_i\alpha_ij_i=\phi(R),\qquad \sum_i\alpha_iq_i^2j_i=\kappa^2(R)\phi(R),\qquad \sum_i\alpha_i^2N_i=\int_0^R\phi^2r^2dr .$$

Here $\kappa^2(R)=2(-\frac18+\frac13)=0.416667$ bohr$^{-2}$, and the all-electron core norm is 0.184737. With $c_i=\alpha_ij_i/\phi(R)$ and $t=c_3$, the linear conditions yield

$$c_2=\frac{\kappa^2(R)-q_1^2-(q_3^2-q_1^2)t}{q_2^2-q_1^2}=-0.0761-2.631\,t,$$

$$c_1=1-t-c_2=1.0761+1.631\,t .$$

The norm condition is then a quadratic equation in $t$, with roots $-0.000019$ and $-0.282$. The second root gives an orbital with a node in the core, so I keep the first. The coefficients are $\alpha_1=0.3503$, $\alpha_2=0.0620$ and $\alpha_3=-0.000024$ bohr$^{-3/2}$.

**Q:** The third function hardly takes part. Is that general?

**A:** Nothing in the derivation requires it. For this orbital and this $R$, the two-function solution at $t=0$ already has nearly the right norm: $\sum_ic_i^2N_i/j_i^2$ is about 9.895 bohr$^3$, and the required value $0.184737/\phi(R)^2$ is also about 9.895 bohr$^3$. A very small $t$ closes the gap. For 2p, $t$ happens to change sign close to $R=3$ bohr: it is $-0.0014$ at $R=2.5$, $+0.0022$ at $R=3.5$ and $0.017$ at $R=5$ bohr.

**Q:** Now that the core transform is analytic, is the Fourier transform of the pseudo-orbital finished?

**A:** No, $B(q)$ is only the core part. The orbital continues beyond $R$, and that tail must be added. In general it is done numerically, but for 2p it is elementary. From $j_1(x)=\sin x/x^2-\cos x/x$,

$$r^3j_1(qr)=\frac{r\sin qr}{q^2}-\frac{r^2\cos qr}{q}.$$

Let $a=\frac12-iq$ and $J_n=\int_R^\infty r^ne^{-ar}dr$. Since $e^{-ar}=e^{-r/2}e^{iqr}$, the tail is $A\,[\operatorname{Im}J_1/q^2-\operatorname{Re}J_2/q]$. Integration by parts gives

$$J_1=e^{-aR}\Big(\frac Ra+\frac1{a^2}\Big),\qquad J_2=e^{-aR}\Big(\frac{R^2}a+\frac{2R}{a^2}+\frac2{a^3}\Big).$$

In bohr$^{3/2}$, with $q$ in bohr$^{-1}$:

| $q$ | core $B$ | tail | total $T$ |
|---|---|---|---|
| 0.5 | 0.4175 | 2.8490 | 3.2665 |
| 1 | 0.51245 | −0.094155 | 0.41829 |
| 2 | 0.02574 | −0.00648 | 0.01926 |
| 4 | 0.011136 | −0.011272 | −0.000136 |
| 8 | 0.0056507 | −0.0056533 | −0.0000026 |

**Q:** At $q=8$ the two parts cancel almost completely. Is that an accident?

**A:** It follows from the cut at $R$. For large $q$, replace $q_i^2-q^2$ in (3) by $-q^2$ and $j_l'(qR)$ by $\cos(qR-l\pi/2)/(qR)$. The term in $D$ is smaller by a factor of order $1/q$. With $\sum_i\alpha_ij_i=\phi(R)$,

$$B(q)\to-\frac{R\,\phi(R)\cos(qR-l\pi/2)}{q^2}.$$

This slow decay belongs to a function that drops abruptly to zero at $R$. The full orbital has no such step, so the tail must cancel it.

**Q:** How fast does the total decay, then?

**A:** Let $v=r\,j_l(qr)$ and $L=d^2/dr^2-l(l+1)/r^2$, so that $T=\int_0^\infty uv\,dr$ and $Lv=-q^2v$. Replace $v$ by $-Lv/q^2$ and integrate by parts twice. The boundary terms $u\dot v-\dot uv$ from the two sides of $R$ cancel because $u$ and $\dot u$ are continuous. With $w=Lu$,

$$T=-\frac1{q^2}\int_0^\infty wv\,dr .$$

Repeat this with $w$. It is continuous, because $\ddot u$ was matched, but $\dot w$ may jump. The two sides of $R$ now leave $(\dot w_+-\dot w_-)v(R)$, where $+$ means outside:

$$T=\frac1{q^4}\Big[(\dot w_+-\dot w_-)\,R\,j_l(qR)+\int_0^\infty v\,Lw\,dr\Big].$$

Outside, $w=-\kappa^2u$, so $\dot w_+=-\kappa^2\dot u+2\dot Vu$. Inside, $w=-\sum_i\alpha_iq_i^2u_{q_i}$. All the $u_{q_i}$ have the same logarithmic derivative $D+1/R=\dot u/u$ at $R$, so $\dot w_-=-\kappa^2\dot u$. The jump is therefore $2\dot V(R)u(R)$. In the last integral put $z=Lw$, which may itself jump at $R$, and replace $v$ by $-Lv/q^2$ once more. Two integrations by parts give $q^{-2}\big[(z_+-z_-)\dot v(R)-(\dot z_+-\dot z_-)v(R)-\int_0^\infty v\,Lz\,dr\big]$. For large $q$, $\dot v(R)\approx\cos(qR-l\pi/2)$ stays bounded and $v$ is $O(q^{-1})$, so the last integral is $O(q^{-2})$, whereas $R\,j_l(qR)$ is $O(q^{-1})$. Hence

$$T(q)\to\frac{2\dot V(R)\,u(R)\,R\,j_l(qR)}{q^4},$$

which falls as $q^{-5}$, with a relative correction of order $1/q$. For 2p the jump is $2\phi(R)/R=0.0911$ bohr$^{-7/2}$. Over one oscillation starting at $q=100$ bohr$^{-1}$, the largest deviation from this law is 3.9% of its amplitude; starting at 200 it is 1.9%. At $q=8$ the correction is still large, so the last row of the table should not be read from the leading term.

**Q:** Where is the optimization? You solved three equations for three coefficients.

**A:** In this example nothing is left to optimize. With more Bessel functions, the spare coefficients are chosen to lower the kinetic energy beyond a plane-wave cutoff $q_c$. In atomic units the kinetic energy is $\frac12\int q^2|\tilde\psi|^2d^3q$. The angular integral of $|Y_{lm}|^2$ is 1, so the part above $q_c$ is

$$K(q_c)=\frac1\pi\int_{q_c}^\infty q^4\,T(q)^2\,dq .$$

Since $T$ is the fixed tail plus $\sum_i\alpha_iI_l(q_i,q)$, $K$ is a quadratic polynomial in the $\alpha_i$, and (1) supplies its ingredients.

For the 2p pseudo-orbital, Gauss–Legendre integration up to $q=60$ bohr$^{-1}$ gives $K(0)=0.12433$ hartree. Real space gives the same energy in two pieces, each taken as $-\frac12\int u\,Lu\,dr$. The split depends on this form (the gradient form gives 0.05043 and 0.07390 hartree); the sum does not. Inside $R$, $-Lu_{q_i}=q_i^2u_{q_i}$ and orthogonality yield $\frac12\sum_i\alpha_i^2q_i^2N_i=0.06443$ hartree. Outside, $\int_R^\infty(E-V)u^2dr=0.05990$ hartree. The residuals are $K(2)=4.9\times10^{-4}$, $K(3)=2.9\times10^{-6}$ and $K(4)=4.7\times10^{-7}$ hartree, with $q_c$ in bohr$^{-1}$. A cutoff of 2 bohr$^{-1}$, or $q_c^2/2=2$ hartree, thus omits about 0.4% of this orbital's kinetic energy. The exact 2p orbital omits about 0.8% at the same cutoff; the gain from the smooth core is larger at $q_c=3$, where the exact orbital leaves $1.6\times10^{-4}$ hartree.
